# Conductance of a single mode with the chemical potential at its edge: verification in Python

```python
# Result under test: a mode with transmission 0 below the edge E0 and 1 above it
# has linear conductance G = G0 / (1 + exp((E0 - mu)/kT)), hence G0/2 at mu = E0.
# G0 = g e^2/h, g = 2 (spin), mu = mean chemical potential, kT = thermal energy.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import expit, erf

# ---------- inputs: rough typical GaAs point contact ----------
mass_ratio = 0.067
temperature = 4.0        # K
width = 40.0             # nm, hard-wall width
barrier = 0.010          # eV, first mode edge above band bottom of leads
length = 100.0           # nm, a in V0 / cosh(x/a)^2
mobility_cm2 = 1.0e6     # cm^2/(V s)
bias = 1.0e-4            # V

k_boltz = sc.k / sc.e
kT = k_boltz * temperature
mass = mass_ratio * sc.m_e
hbar2_over_m = sc.hbar**2 / mass / sc.e * 1e18   # eV nm^2
G0 = 2 * sc.e**2 / sc.h                          # S


def fermi(energy, mu, thermal=kT):
    return expit(-(energy - mu) / thermal)


def thermal_weight(energy, mu, thermal=kT):
    x = (energy - mu) / thermal
    return expit(x) * expit(-x) / thermal


# The weight is minus the energy derivative of the Fermi function.
for x in (-2.0, 0.3, 1.7):
    d = 1e-4 * kT
    slope_fd = -(fermi(x*kT + d, 0) - fermi(x*kT - d, 0)) / (2*d)
    assert abs(slope_fd / thermal_weight(x*kT, 0) - 1) < 1e-6


# ---------- conductance from a sum over k states ----------
def conductance_from_states(mu, nonparabolicity):
    """dI/dV in S; edge at energy 0, velocity from numerical dE/dk."""
    k_max = np.sqrt(2 * 60*kT * (1 + nonparabolicity*60*kT) / hbar2_over_m)
    k = np.linspace(0, k_max, 40001)             # 1/nm
    kinetic = hbar2_over_m * k**2 / 2
    if nonparabolicity == 0:
        energy = kinetic
    else:
        energy = (np.sqrt(1 + 4*nonparabolicity*kinetic) - 1) / (2*nonparabolicity)
    velocity = np.gradient(energy, k, edge_order=2) * sc.e * 1e-9 / sc.hbar  # m/s
    small_v = 1e-3 * kT
    occupation = fermi(energy, mu + small_v/2) - fermi(energy, mu - small_v/2)
    current = 2 * sc.e * simpson(velocity * occupation, x=k*1e9) / (2*np.pi)
    return current / small_v


worst_state_sum = 0.0
for alpha in (0.0, 50.0):
    for x in (-2.0, -0.5, 0.0, 1.0, 3.0):
        ratio = conductance_from_states(x*kT, alpha) / (G0 * fermi(0, x*kT))
        worst_state_sum = max(worst_state_sum, abs(ratio - 1))
assert worst_state_sum < 1e-5    # finite bias step and k grid
half_G = conductance_from_states(0.0, 0.0)
assert abs(half_G / G0 - 0.5) < 1e-6

# Slope at the edge is 1/(4 kT).
step = 0.01 * kT
slope_sharp = (conductance_from_states(step, 0.0)
               - conductance_from_states(-step, 0.0)) / (2*step*G0)
assert abs(slope_sharp * 4*kT - 1) < 1e-4


# ---------- finite bias ----------
def bias_ratio(u_left, u_right):
    """I/(G0 V) for contact potentials u = (mu_contact - E0)/kT."""
    return (np.logaddexp(0, u_left) - np.logaddexp(0, u_right)) / (u_left - u_right)


for u_left, u_right in ((0.3, 0.0), (4.0, 0.0), (-3.0, 0.0), (2.5, -2.5), (6.0, -6.0)):
    area = quad(lambda y: expit(u_left - y) - expit(u_right - y), 0, 60,
                epsabs=1e-11, limit=200)[0]
    direct = area / (u_left - u_right)
    assert abs(direct - bias_ratio(u_left, u_right)) < 1e-8
    if u_left == -u_right:
        assert abs(direct - 0.5) < 1e-8
u_bias = bias / kT
one_sided = bias_ratio(u_bias, 0.0)
assert abs((bias_ratio(0.05, 0.0) - 0.5) / (0.05/8) - 1) < 1e-3
cold_up, cold_down = bias_ratio(1000.0, 0.0), bias_ratio(-1000.0, 0.0)
assert cold_up > 0.999 and cold_down < 0.001

# ---------- rounded edges ----------
y = np.linspace(-45, 45, 90001)
weight = expit(y) * expit(-y)
for w in (0.2, 1.0, 3.0):
    for rounded in (expit(y/w), 0.5*(1 + erf(y/w))):
        assert abs(simpson(rounded * weight, x=y) - 0.5) < 1e-8
one_sided_edge = np.where(y > 0, 1 - np.exp(-np.maximum(y, 0)), 0.0)
half_lost = simpson(one_sided_edge * weight, x=y)
assert half_lost < 0.45


# ---------- smooth barrier V0 / cosh(x/a)^2 ----------
def smooth_transmission(energy, height):
    ka = np.sqrt(2*energy/hbar2_over_m) * length
    c = np.pi/2 * np.sqrt(8*height*length**2/hbar2_over_m - 1)
    return 1 / (1 + (np.cosh(c) / np.sinh(np.pi*ka))**2)


def transmission_by_integration(energy, height):
    k = np.sqrt(2*energy/hbar2_over_m)
    end = 10 * length

    def rhs(x, s):
        v = height / np.cosh(x/length)**2
        return [s[1], 2*(v - energy)/hbar2_over_m * s[0]]

    start = np.exp(1j*k*end)
    sol = solve_ivp(rhs, (end, -end), [start, 1j*k*start], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    return 1 / abs((psi + dpsi/(1j*k)) / 2)**2


worst_barrier = 0.0
for shift in (-kT, 0.0, kT):
    exact = transmission_by_integration(barrier + shift, barrier)
    worst_barrier = max(worst_barrier,
                        abs(exact - smooth_transmission(barrier + shift, barrier)))
assert worst_barrier < 1e-5


def smooth_conductance(mu, height, points=40001):
    energy = np.linspace(1e-6, barrier + 60*kT, points)
    return simpson(smooth_transmission(energy, height)
                   * thermal_weight(energy, mu), x=energy)


smooth_half = smooth_conductance(barrier, barrier)
assert abs(smooth_half - smooth_conductance(barrier, barrier, 20001)) < 1e-8
slope_smooth = (smooth_conductance(barrier + step, barrier)
                - smooth_conductance(barrier - step, barrier)) / (2*step)
assert slope_smooth < slope_sharp

# ---------- higher modes ----------
first_level = hbar2_over_m * np.pi**2 / (2*width**2)
# Check the hard-wall levels by diagonalizing a finite-difference Hamiltonian.
n_grid = 400
h = width / (n_grid + 1)
hamiltonian = hbar2_over_m/(2*h*h) * (2*np.eye(n_grid) - np.eye(n_grid, k=1)
                                      - np.eye(n_grid, k=-1))
levels = np.linalg.eigvalsh(hamiltonian)[:2]
assert np.allclose(levels, first_level*np.array([1, 4]), rtol=1e-4)
gap = 3 * first_level
second_mode = smooth_conductance(barrier, barrier + gap)


def all_modes(temp):
    n = np.arange(1, 200)
    return np.sum(fermi((n**2 - 1)*first_level, 0.0, k_boltz*temp))


temp_one_percent = gap / (k_boltz * np.log(1/0.005 - 1))
assert abs(all_modes(temp_one_percent)/0.5 - 1.01) < 1e-4
room_sum = all_modes(300.0)

# ---------- scattering during transit ----------
relaxation = mass * mobility_cm2*1e-4 / sc.e     # s


def inverse_speed(x):
    kinetic = barrier + kT - barrier/np.cosh(x/length)**2
    return 1 / np.sqrt(2*kinetic*sc.e/mass)


transit = quad(inverse_speed, -length, length, points=[0.0])[0] * 1e-9
scatter_chance = 1 - np.exp(-transit/relaxation)
lead_density = barrier / (np.pi*hbar2_over_m) * 1e14   # cm^-2

# ---------- output ----------
print(f"effective mass                         {mass_ratio:.3f} m0")
print(f"temperature                            {temperature:.1f} K")
print(f"constriction width                     {width:.0f} nm")
print(f"mode edge above lead band bottom       {barrier*1e3:.1f} meV")
print(f"barrier length parameter a             {length:.0f} nm")
print(f"mobility                               {mobility_cm2:.1e} cm2/Vs")
print(f"bias                                   {bias*1e3:.2f} mV")
print(f"lead density (zero-temperature form)   {lead_density:.2e} cm^-2")
print(f"thermal energy kT                      {kT*1e3:.4f} meV")
print(f"conductance quantum 2e^2/h             {G0*1e6:.3f} uS")
print(f"G at the edge, from sum over states    {half_G*1e6:.3f} uS")
print(f"G/G0 at the edge                       {half_G/G0:.6f}")
print(f"resistance at the edge                 {1e-3/half_G:.3f} kOhm")
for x in (-4, -2, -1, 1, 2, 4):
    value = conductance_from_states(x*kT, 0.0) / G0
    print(f"G/G0 at mu - E0 = {x:+d} kT               {value:.4f}")
print(f"largest relative error, state sum      {worst_state_sum:.1e}")
print(f"slope d(G/G0)/dmu, sharp edge          {slope_sharp*1e-3:.4f} per meV")
print(f"bias energy over kT                    {u_bias:.4f}")
print(f"I/(G0 V), one contact raised by bias   {one_sided:.4f}")
print(f"I/(G0 V), one contact raised 1000 kT   {cold_up:.5f}")
print(f"I/(G0 V), one contact lowered 1000 kT  {cold_down:.5f}")
print(f"G/G0, edge 1-exp(-(E-E0)/kT) above E0  {half_lost:.4f}")
for name, shift in (("E0 - kT", -kT), ("E0", 0.0), ("E0 + kT", kT)):
    value = smooth_transmission(barrier + shift, barrier)
    print(f"smooth-barrier transmission at {name:8s}{value:.4f}")
print(f"largest error of barrier formula       {worst_barrier:.1e}")
print(f"G/G0 at the edge, smooth barrier       {smooth_half:.4f}")
print(f"change from one half, smooth barrier   {(smooth_half/0.5-1)*100:+.2f} %")
print(f"slope d(G/G0)/dmu, smooth barrier      {slope_smooth*1e-3:.4f} per meV")
print(f"first hard-wall level                  {first_level*1e3:.3f} meV")
print(f"gap from first to second mode          {gap*1e3:.2f} meV")
print(f"second mode G/G0 at set temperature    {second_mode:.1e}")
print(f"second mode adds 1 % to the half at    {temp_one_percent:.1f} K")
print(f"G/G0 of all modes at 300 K, mu = E0    {room_sum:.3f}")
print(f"momentum relaxation time               {relaxation*1e12:.1f} ps")
print(f"transit time, |x| < a, energy E0 + kT  {transit*1e12:.2f} ps")
print(f"estimated scattering chance            {scatter_chance*100:.1f} %")
print("PASS")
```

Running it gives:

```
effective mass                         0.067 m0
temperature                            4.0 K
constriction width                     40 nm
mode edge above lead band bottom       10.0 meV
barrier length parameter a             100 nm
mobility                               1.0e+06 cm2/Vs
bias                                   0.10 mV
lead density (zero-temperature form)   2.80e+11 cm^-2
thermal energy kT                      0.3447 meV
conductance quantum 2e^2/h             77.481 uS
G at the edge, from sum over states    38.740 uS
G/G0 at the edge                       0.500000
resistance at the edge                 25.813 kOhm
G/G0 at mu - E0 = -4 kT               0.0180
G/G0 at mu - E0 = -2 kT               0.1192
G/G0 at mu - E0 = -1 kT               0.2689
G/G0 at mu - E0 = +1 kT               0.7311
G/G0 at mu - E0 = +2 kT               0.8808
G/G0 at mu - E0 = +4 kT               0.9820
largest relative error, state sum      2.8e-08
slope d(G/G0)/dmu, sharp edge          0.7253 per meV
bias energy over kT                    0.2901
I/(G0 V), one contact raised by bias   0.5361
I/(G0 V), one contact raised 1000 kT   0.99931
I/(G0 V), one contact lowered 1000 kT  0.00069
G/G0, edge 1-exp(-(E-E0)/kT) above E0  0.3069
smooth-barrier transmission at E0 - kT 0.1995
smooth-barrier transmission at E0      0.5148
smooth-barrier transmission at E0 + kT 0.8150
largest error of barrier formula       2.7e-09
G/G0 at the edge, smooth barrier       0.5066
change from one half, smooth barrier   +1.32 %
slope d(G/G0)/dmu, smooth barrier      0.5643 per meV
first hard-wall level                  3.508 meV
gap from first to second mode          10.52 meV
second mode G/G0 at set temperature    7.1e-13
second mode adds 1 % to the half at    23.1 K
G/G0 of all modes at 300 K, mu = E0    1.315
momentum relaxation time               38.1 ps
transit time, |x| < a, energy E0 + kT  2.20 ps
estimated scattering chance            5.6 %
PASS
```
